\section*{Quantum synchrotron radiation: spectrum, recoil, spin and loss of power}

\section{The field and the small parameter}

\paragraph{Q.} A classical electron in a magnetic field radiates at the Larmor rate, whatever energy its photons would carry. What measures the quantum correction, and which field do you treat?

\paragraph{A.} I use Gaussian atomic units: $\hbar=m=e=1$, electron charge $-1$, $c=1/\alpha$. The electron has energy $E=\gamma c^2$ with $\gamma\gg1$, moves along $z$, and feels a transverse force $F$ along $x$. The magnetic field is then along $y$, since $-\hat z\times\hat y=\hat x$. The parameter is
\begin{equation}
\chi=\gamma F/c^3 ,
\end{equation}
the force in the electron's rest frame in units of $c^3$. I assume $F\ll c^3$, a field uniform over the length on which a photon forms, and emission of one photon at first order in $\alpha$.

\paragraph{Q.} You will surely replace the magnetic field by something easier.

\paragraph{A.} By a crossed field with the same force. In a uniform field, $E$ times the emission rate is Lorentz invariant, so it depends on $\chi$ and on the field invariants. For a magnetic field these are of order $F^2/c^6=\chi^2/\gamma^2$, small against both $1$ and $\chi^2$. At leading order they may be set to zero, which defines a crossed field. Define
\begin{equation}
T=\tfrac12(t+z/c),\quad S=\tfrac12(t-z/c),\quad P=\tfrac12(E/c+p_z)\simeq\gamma c ,
\end{equation}
and take $\mathbf A=cFT\,\hat x$. Its electric field is $-F/2$ along $x$ and its magnetic field is $F/2$ along $y$. For $v_z\simeq c$ each exerts a force $F/2$ on the charge $-1$, which adds up to $F$. The kinetic momentum $\boldsymbol\pi=\mathbf p+\mathbf A/c$ obeys $d\boldsymbol\pi/dT=F\hat x$. Transverse vectors are two-dimensional from here on, and $\mathbf a\times\mathbf b$ means $a_xb_y-a_yb_x$.

\section{The Dirac electron in this field}

\paragraph{Q.} Does the spin not precess and complicate the solution?

\paragraph{A.} Split $\psi=\psi_++\psi_-$ with $\alpha_z\psi_\pm=\pm\psi_\pm$. Since $\partial_t=\frac12(\partial_T+\partial_S)$ and $c\,\partial_z=\frac12(\partial_T-\partial_S)$, the operator $i\partial_t+ic\alpha_z\partial_z$ is $i\partial_T$ on $\psi_+$ and $i\partial_S$ on $\psi_-$. The matrices $\alpha_x,\alpha_y,\beta$ exchange the two parts, so
\begin{align}
i\partial_T\psi_+&=(c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2)\psi_-,&
i\partial_S\psi_-&=(c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2)\psi_+ .
\end{align}
The free phase is $Et-p_zz=(E-cp_z)T+2cPS$. The field does not depend on $S$, so $P$ is conserved and $i\partial_S=2cP$. Eliminating $\psi_-$ gives
\begin{equation}
i\partial_T\psi_+=\frac{(c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2)^2}{2cP}\psi_+
=\frac{c(\pi^2+c^2)}{2P}\psi_+ .
\end{equation}
The matrices square away, so $\psi_+$ is a constant spinor times a phase. What precession there is sits in $\psi_-$, which follows $\boldsymbol\pi(T)$.

\paragraph{Q.} What does the constant spinor say about the spin at rest?

\paragraph{A.} Let $w$ be a rest spinor, $\beta w=w$. Then $\psi_+\propto(1+\alpha_z)w$, and a boost along $z$ merely rescales it. The operators $\Sigma_z,\beta\Sigma_x,\beta\Sigma_y$ commute with $\alpha_z$, so they act on $\psi_+$ as the Pauli matrices $\sigma_z,\sigma_x,\sigma_y$ act on the rest spin. Using $\alpha_z\psi_+=\psi_+$ and $\alpha_z\alpha_x=i\Sigma_y$,
\begin{equation}
i\alpha_x\beta=-i\beta\alpha_x\alpha_z=i\beta\alpha_z\alpha_x=-\beta\Sigma_y\to-\sigma_y,\qquad i\alpha_y\beta\to\sigma_x .
\label{spinmap}
\end{equation}
Tilting the velocity by an angle of order $1/\gamma$ changes this identification by that order, which is dropped.

\section{Emission of one photon}

\paragraph{Q.} Where does recoil enter?

\paragraph{A.} In the phase. The photon has transverse momentum $\mathbf k$ and $K=\frac12(\omega/c+k_z)=xP$, with $x\simeq\omega/E$. The electron keeps $P'=(1-x)P$ and $\boldsymbol\pi'=\boldsymbol\pi-\mathbf k$. The phase rate is final minus initial energy conjugate to $T$:
\begin{align}
\Delta&=\frac c{2P}\left[\frac{(\boldsymbol\pi-\mathbf k)^2+c^2}{1-x}+\frac{k^2}{x}-\pi^2-c^2\right]
=\frac{c\,(q^2+x^2c^2)}{2Px(1-x)},\quad \mathbf q=\mathbf k-x\boldsymbol\pi .
\end{align}
The coefficients of $k^2$, $\mathbf k\cdot\boldsymbol\pi$ and $\pi^2$ in the bracket are $\frac1{x(1-x)}$, $-\frac2{1-x}$ and $\frac x{1-x}$, which form the square. The classical phase has $x$ where this one, after the scaling below, has $u=x/(1-x)$.

\paragraph{Q.} And the coupling?

\paragraph{A.} Let the photon potentials be $\mathbf a,a_z$ and $\Phi$, in the gauge $\Phi+a_z=0$. Then $i\partial_S$ is unchanged and $i\partial_T$ becomes $i\partial_T-2a_z$. Transversality, $(\omega/c)\Phi-k_za_z-\mathbf k\cdot\mathbf a=0$, gives $a_z=-\mathbf k\cdot\mathbf a/(2K)$. The terms linear in the photon field are
\begin{equation}
V=\frac{\boldsymbol\alpha\cdot\mathbf a\,(\boldsymbol\alpha\cdot\boldsymbol\pi+c\beta)}{2P}
+\frac{(\boldsymbol\alpha\cdot\boldsymbol\pi'+c\beta)\,\boldsymbol\alpha\cdot\mathbf a}{2P'}-\frac{\mathbf k\cdot\mathbf a}{K}.
\end{equation}
Insert $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ij}\Sigma_z$ and $\mathbf k=\mathbf q+x\boldsymbol\pi$. The three kinds of term are
\begin{align}
\text{scalar:}\quad&\frac{\mathbf a\cdot\boldsymbol\pi}{2P}+\frac{\mathbf a\cdot[(1-x)\boldsymbol\pi-\mathbf q]}{2P(1-x)}-\frac{\mathbf a\cdot(\mathbf q+x\boldsymbol\pi)}{xP}=-\frac{(2-x)\,\mathbf a\cdot\mathbf q}{2Px(1-x)},\\
\Sigma_z:\quad&\frac{i\Sigma_z}{2P}\left[\mathbf a\times\boldsymbol\pi-\frac{\mathbf a\times\boldsymbol\pi'}{1-x}\right]=\frac{i\Sigma_z\,\mathbf a\times\mathbf q}{2P(1-x)},\\
\beta:\quad&\frac{c\,\boldsymbol\alpha\cdot\mathbf a\,\beta}{2P}\left[1-\frac1{1-x}\right]=-\frac{xc\,\boldsymbol\alpha\cdot\mathbf a\,\beta}{2P(1-x)} .
\end{align}
By \eqref{spinmap}, $\boldsymbol\alpha\cdot\mathbf a\,\beta=-i\,\boldsymbol\sigma\times\mathbf a$. For polarization $j$,
\begin{equation}
V_j=-g\left[(2-x)q_j-ix\,\epsilon_{jl}b_l\right],\quad b_l=\sigma_zq_l-xc\,\sigma_l,\quad g=\frac1{2Px(1-x)} .
\end{equation}

\paragraph{Q.} You will need the amplitude at two times. Does the spin survive the sum over final states?

\paragraph{A.} Partly. Call the times $T_1,T_2$, and let $\mathbf s$ be the mean initial spin. Then
\begin{align}
\frac{\sum_jV_j^\dagger(\mathbf q_2)V_j(\mathbf q_1)}{g^2}={}&(2-x)^2\,\mathbf q_1\cdot\mathbf q_2+x^2\,b_l(\mathbf q_2)b_l(\mathbf q_1)\nonumber\\
&+ix(2-x)\,\epsilon_{jl}\left[b_l(\mathbf q_2)q_{1j}-q_{2j}b_l(\mathbf q_1)\right].
\end{align}
From $\sigma_l\sigma_l=2$ and $\sigma_z\sigma_lq_l=i\,\mathbf q\times\boldsymbol\sigma=-\sigma_lq_l\sigma_z$, the second term is $x^2[\mathbf q_1\cdot\mathbf q_2+2x^2c^2]-ix^3c(\mathbf q_2-\mathbf q_1)\times\boldsymbol\sigma$. The last line is $ix^2(2-x)c(\mathbf q_2-\mathbf q_1)\times\boldsymbol\sigma-2ix(2-x)\sigma_z\,\mathbf q_2\times\mathbf q_1$. With $(2-x)^2+x^2=2[1+(1-x)^2]$ the mean value is
\begin{align}
W={}&2[1+(1-x)^2]\,\mathbf q_1\cdot\mathbf q_2+2x^4c^2+2ix^2(1-x)c\,(\mathbf q_2-\mathbf q_1)\times\mathbf s\nonumber\\
&-2ix(2-x)s_z\,\mathbf q_2\times\mathbf q_1 .
\label{W}
\end{align}

\section{From amplitude to spectrum}

\paragraph{Q.} How are the photons counted?

\paragraph{A.} A mode in volume $\Omega$ has potential amplitude $c\sqrt{2\pi/(\omega\Omega)}$, and there are $\Omega\,d^3k/(2\pi)^3$ modes. At fixed $\mathbf k$, $dK/dk_z=cK/\omega$, so $d^3k/\omega=d^2k\,dK/(cK)$ and
\begin{equation}
\frac{dN}{dx}=\frac{c}{4\pi^2x}\int d^2k\,\sum\left|\int dT\,V_j\,e^{i\int\Delta\,dT}\right|^2 .
\end{equation}
Write the square as a double integral with mean time $T$ and $\tau=T_1-T_2$. Let $\mathbf Q$ be $\mathbf q$ at the mean time. Then $\mathbf q_{1,2}=\mathbf Q\mp\frac12x\tau F\hat x$, so $\mathbf q_1\cdot\mathbf q_2=Q^2-\frac14x^2F^2\tau^2$. The $s_z$ term of \eqref{W} is linear in $Q_y$ and integrates to zero. With $A=c/[2Px(1-x)]$ the phase is $AQ^2\tau+\Psi$, where $\Psi=Ax^2(c^2\tau+F^2\tau^3/12)$.

For convergence $\tau$ carries $+i0$. Then $\int d^2Q\,e^{iA\tau Q^2}=i\pi/(A\tau)$, and a factor $Q^2$ becomes $i/(A\tau)$. This last piece is integrated by parts:
\begin{equation}
\int\frac{d\tau}{\tau}\,\frac{i}{A\tau}e^{i\Psi}=\frac iA\int\frac{d\tau}\tau\,i\Psi'e^{i\Psi}
=-x^2\int\frac{d\tau}{\tau}\left(c^2+\tfrac14F^2\tau^2\right)e^{i\Psi}.
\end{equation}
Hence $\mathbf q_1\cdot\mathbf q_2\to-x^2(c^2+\frac12F^2\tau^2)$.

Now set $\tau=2cy/F$. Using $\chi=PF/c^4$,
\begin{equation}
\Psi=\frac u\chi\left(y+\frac{y^3}3\right)=\frac{3\xi}2\left(y+\frac{y^3}3\right),\qquad \xi=\frac{2u}{3\chi}.
\end{equation}
Since $1+(1-x)^2-x^2=2(1-x)$ and $\hat x\times\mathbf s=s_y\equiv s_B$, the spin component along $\mathbf B$,
\begin{equation}
W\to-4x^2c^2\left\{(1-x)+[1+(1-x)^2]y^2\right\}+4ix^3(1-x)c^2y\,s_B .
\end{equation}

\paragraph{Q.} Three oscillating integrals remain. Where do Bessel functions come from?

\paragraph{A.} From the Airy function. Put $z_A=(3\xi/2)^{2/3}$ and $y=z_A^{-1/2}r$, so that $\Psi=z_Ar+r^3/3$. The standard forms $\mathrm{Ai}(z_A)=\pi^{-1}\sqrt{z_A/3}\,K_{1/3}(\xi)$ and $\mathrm{Ai}'(z_A)=-z_AK_{2/3}(\xi)/(\pi\sqrt3)$ give
\begin{equation}
\int dy\,e^{i\Psi}=\frac2{\sqrt3}K_{1/3},\qquad i\int dy\,y\,e^{i\Psi}=-\frac2{\sqrt3}K_{2/3}.
\end{equation}
For $J=i\int dy\,e^{i\Psi}/(y+i0)$, differentiate: $dJ/d\xi=-\frac32\int(1+y^2/3)e^{i\Psi}dy$. The integral of $(1+y^2)e^{i\Psi}$ is that of a total derivative and vanishes, so $dJ/d\xi=-\int e^{i\Psi}dy$. Moving the contour up to $\mathrm{Im}\,y=1$ shows that $J$ falls as $e^{-\xi}$. Therefore $J=\frac2{\sqrt3}\int_\xi^\infty K_{1/3}$.

The prefactor is $\frac{c\,g^2}{4\pi^2x}\cdot\frac\pi A=\frac1{8\pi Px^2(1-x)}$. Multiplying and using $P=\gamma c$, $T\simeq t$,
\begin{equation}
\frac{dN}{dt\,dx}=\frac{c}{\sqrt3\pi\gamma}\left\{\frac{1+(1-x)^2}{1-x}K_{2/3}(\xi)-\int_\xi^\infty K_{1/3}-x\,s_BK_{1/3}(\xi)\right\}.
\end{equation}
Integrating $K_{1/3}+K_{5/3}=-2K_{2/3}'$ gives $2K_{2/3}-\int_\xi^\infty K_{1/3}=\int_\xi^\infty K_{5/3}$. Also $1+(1-x)^2=2(1-x)+x^2$, so
\begin{equation}
\boxed{\frac{dN}{dt\,dx}=\frac{c}{\sqrt3\pi\gamma}\left\{\int_\xi^\infty K_{5/3}+\frac{x^2}{1-x}K_{2/3}(\xi)-x\,s_BK_{1/3}(\xi)\right\}}
\label{spectrum}
\end{equation}

\paragraph{Q.} Does the second term come from spin? It is there without polarization.

\paragraph{A.} Compare a spinless charge. Its equation is $i\partial_S\,i\partial_T\phi=(c^2\pi^2+c^4)\phi$, with $\sqrt P\,\phi$ as normalized amplitude. The linear coupling, symmetrized in $i\partial_S$, is
\begin{equation}
V=\frac{\mathbf a\cdot(2\boldsymbol\pi-\mathbf k)+2(P+P')a_z}{2\sqrt{PP'}}=-\frac{\mathbf a\cdot\mathbf q}{xP\sqrt{1-x}},
\end{equation}
because $2(P+P')a_z=-(2-x)\mathbf k\cdot\mathbf a/x$. So $W=4(1-x)\mathbf q_1\cdot\mathbf q_2\to-4x^2c^2(1-x)(1+2y^2)$. The same integrals leave $2K_{2/3}-\int K_{1/3}=\int K_{5/3}$ alone. The first term of \eqref{spectrum} thus describes recoil of a charge, and the other two need spin.

\section{The radiated power}

\paragraph{Q.} The reduction is quoted as $1-55\sqrt3\,\chi/16$. Does it follow, and for every electron?

\paragraph{A.} Multiply \eqref{spectrum} by $xE$ and use $x\,dx=u\,du/(1+u)^3$:
\begin{equation}
\mathcal P=\frac{c^3}{\sqrt3\pi}\int_0^\infty\!\frac{u\,du}{(1+u)^3}\left\{\int_\xi^\infty\!K_{5/3}+\frac{u^2K_{2/3}}{1+u}-\frac{s_BuK_{1/3}}{1+u}\right\}.
\label{power}
\end{equation}
At small $\chi$ set $u=h\xi$, $h=3\chi/2$, and expand in $u$. The moments are
\begin{equation}
M_\nu(\mu)=\int_0^\infty\xi^\mu K_\nu\,d\xi=2^{\mu-1}\Gamma\!\left(\tfrac{1+\mu+\nu}2\right)\Gamma\!\left(\tfrac{1+\mu-\nu}2\right),
\end{equation}
and $\int_0^\infty\xi^n\left(\int_\xi^\infty K_{5/3}\right)d\xi=M_{5/3}(n+1)/(n+1)$. The leading integral is
\begin{equation}
\tfrac12h^2M_{5/3}(2)=\frac{9\chi^2}8\cdot2\Gamma(\tfrac73)\Gamma(\tfrac23)=\frac{9\chi^2}8\cdot\frac{16\pi}{9\sqrt3}=\frac{2\pi\chi^2}{\sqrt3}.
\end{equation}
It gives $\mathcal P_{\rm cl}=\frac23c^3\chi^2=2\gamma^2F^2/(3c^3)$, the Larmor power. The next order is
\begin{align}
-3h^3\frac{M_{5/3}(3)}3-s_Bh^3M_{1/3}(2)
&=-\frac{27\chi^3}8\left[\frac{55\pi}{27}+\frac{8\pi}{9\sqrt3}s_B\right].
\end{align}
Here $M_{5/3}(3)=4\Gamma(\frac{17}6)\Gamma(\frac76)=4\cdot\frac{55}{216}\cdot2\pi$ and $M_{1/3}(2)=2\Gamma(\frac53)\Gamma(\frac43)$. Division by the leading integral yields
\begin{equation}
\frac{\mathcal P}{\mathcal P_{\rm cl}}=1-\left(\frac{55\sqrt3}{16}+\frac32s_B\right)\chi+O(\chi^2).
\end{equation}
The quoted law holds for $s_B=0$. Spin along $\mathbf B$ lowers the power further; opposite spin restores part of it.

\paragraph{Q.} Then for an unpolarized beam the linear loss owes nothing to spin?

\paragraph{A.} Right: it comes from the first term of \eqref{spectrum}. Spin enters at the next order, $6h^4M_{5/3}(4)/4+h^4M_{2/3}(3)$, where the first part is recoil and the second is spin. With $M_{5/3}(4)=\frac{448}{81}\frac{2\pi}{\sqrt3}$ and $M_{2/3}(3)=\frac{96}{81}\frac{2\pi}{\sqrt3}$ the relative correction is $(42+6)\chi^2$: 42 from recoil, 6 from spin. The spin part raises the power.

\paragraph{Q.} Why not add terms until it converges?

\paragraph{A.} It does not converge. For $s_B=0$ the order-$n$ recoil and spin contributions share the sign $(-1)^n$, so they cannot cancel, and $M_\nu(\mu+1)/M_\nu(\mu)$ grows like $\mu$. The radius of convergence is zero. For $\chi\gg1$ one needs another limit. There $\xi$ is small for the relevant $u\sim1$, $\int K_{5/3}\simeq2K_{2/3}$ and $K_{2/3}\simeq\frac12\Gamma(\frac23)(3\chi/u)^{2/3}$. The $s_B$ term is smaller by $\chi^{-1/3}$. Equation \eqref{power} becomes
\begin{align}
\mathcal P&\simeq\frac{c^3\Gamma(\frac23)(3\chi)^{2/3}}{2\sqrt3\pi}\int_0^\infty\!du\left[\frac{2u^{1/3}}{(1+u)^3}+\frac{u^{7/3}}{(1+u)^4}\right]
=\frac{32}{243}\Gamma(\tfrac23)\,c^3(3\chi)^{2/3},
\end{align}
the two integrals being $\frac{4\pi}{9\sqrt3}$ and $\frac{28\pi}{81\sqrt3}$. The power grows as $\chi^{2/3}$ instead of $\chi^2$, as long as first order in $\alpha$ suffices. The limit is approached slowly: \eqref{power} gives 0.72 of it at $\chi=10$ and 0.92 at $\chi=100$.

\section{Numbers for a beam}

\paragraph{Q.} When does the linear law serve in practice?

\paragraph{A.} Take $E=10^{10}$~eV, so $\gamma=1.957\times10^4$, and an unpolarized beam. The unit $c^3$ of force is $1.323\times10^8$~eV/\AA. A force of 100~eV/\AA\ gives
\begin{equation}
\chi=\frac{1.957\times10^4\times100}{1.323\times10^8}=0.0148 .
\end{equation}
As a magnetic field this force is about $3.3\times10^3$~T, far beyond steady magnets; at 45~T the same beam has $\chi=2.0\times10^{-4}$ and a reduction of only 0.12\%. Other sources of such a force must be uniform over the formation length given below, which a head-on 0.8~$\mu$m laser, reversing its force every 2000~\AA\ of path, is not. The numbers are for an ideal uniform field. I integrate \eqref{power} with the trapezoidal rule in $\ln\xi$. The classical loss of 140.8~eV/\AA\ falls to 129.7~eV/\AA, a ratio of 0.921. The linear law gives $1-5.954\times0.0148=0.912$, and the $\chi^2$ term brings it to 0.922. Full polarization along or against $\mathbf B$ gives 0.903 or 0.939.

Soft photons need a longer path, but those that carry most of the energy form over a length of order $c^2/F=5110$~\AA. The emission probability over it is 0.010, which supports the one-photon treatment. The mean photon energy is $6.4\times10^7$~eV.

\paragraph{Q.} And ten times the force?

\paragraph{A.} Then $\chi=0.148$ and the ratio is 0.570. The linear law gives 0.1195 and the second-order one 1.169, so neither is usable. The classical spectrum puts 2.2\% of its power above the beam energy. The energy loss per unit length and unit photon energy, in $10^{-6}$~\AA$^{-1}$, is:

\begin{center}
\begin{tabular}{cccc}
$\omega$ (eV) & classical & recoil only & full\\
$10^8$ & 2.691 & 2.671 & 2.671\\
$10^9$ & 3.494 & 3.084 & 3.108\\
$3\times10^9$ & 1.987 & 0.879 & 0.972\\
$6\times10^9$ & 0.654 & 0.0065 & 0.0119
\end{tabular}
\end{center}

The classical column has $\xi=2x/(3\chi)$ and the first term of \eqref{spectrum} alone. Recoil replaces $x$ by $u$, which diverges at $x=1$ and cuts the spectrum off there exponentially. Spin matters most for hard photons: at large $\xi$, $\int K_{5/3}\simeq K_{2/3}$, so it multiplies the recoil result by about $1+x^2/(1-x)$. At $x=0.6$ this is 1.9, against 1.83 from the table. These photons are too rare to undo the loss of power.

All numerical values are calculated from the stated model.
